# Spin Nernst Edge Accumulation in an Open-Circuit Metal Strip

A metal strip 50 nm wide and 5 µm long has a temperature difference of 5 K between its ends and carries no net current. In the model below, the voltages of its two spin species differ by 19.9 nV at one long edge and by the opposite amount at the other. Of this difference, 11.9 nV comes from the spin Hall effect, which is usually driven by a charge current. The question is how it can act when the net current is zero, and how its share combines with the direct thermal one.

**Conventions and the law for each spin**

The strip lies along $x$, its edges are at $y=\pm w/2$, and $G=dT/dx$ is uniform. The metal is non-magnetic and isotropic. Spins are resolved along $z$, with $s=+1$ for up and $s=-1$ for down. The electron charge is $-e$ with $e>0$. Each spin species has an electrochemical potential $\mu_s$, expressed as a voltage $V_s=-\mu_s/e$, and feels the driving field $\mathbf F_s=-\nabla V_s$. Both species are assumed to share the lattice temperature $T$.

To linear order, the charge current density carried by species $s$ is

$$\mathbf j_s=\frac{\sigma}{2}\left(\mathbf F_s-S\nabla T\right)+\frac{s}{2}\,\hat{\mathbf z}\times\left(\sigma_H\mathbf F_s-\alpha_N\nabla T\right). \tag{1}$$

Here $\sigma$ is the conductivity and $S$ the Seebeck coefficient. Spin-orbit coupling deflects the two spins to opposite sides, hence the factor $s$. The spin Hall conductivity $\sigma_H$ gives the deflection caused by the field, and $\alpha_N$ that caused by the temperature gradient, which is the spin Nernst effect. The corresponding angles are defined by

$$\sigma_H=\theta_H\,\sigma,\qquad \alpha_N=\theta_N\,\sigma S. \tag{2}$$

These definitions fix the signs. If the thermal deflection is defined with the opposite sign, the difference of angles found below becomes a sum.

Let $V=(V_\uparrow+V_\downarrow)/2$ and $V_a=V_\uparrow-V_\downarrow$. Then $V_s=V+sV_a/2$, and with $\mathbf E=-\nabla V$,

$$\mathbf F_s=\mathbf E-\frac{s}{2}\nabla V_a. \tag{3}$$

The spin accumulation is $\mu_\uparrow-\mu_\downarrow=-eV_a$.

**Charge and spin currents**

Far from the ends, $\mathbf E$ and $V_a$ do not depend on $x$. Since $\mathbf E$ is a gradient, $\partial_yE_x=\partial_xE_y=0$, so $E_x$ is uniform across the strip. In the sum of (1) over spins, the transverse terms in $E_x$ and $G$ cancel because they carry opposite signs for the two spins. This leaves $j_y=\sigma E_y$. Charge conservation and insulating edges require $j_y=0$, and therefore $E_y=0$.

For the spin current $q_y=j_{\uparrow y}-j_{\downarrow y}$, use $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$. The first part of (1) gives $\sum_s s(\sigma/2)(-sV_a'/2)=-(\sigma/2)V_a'$, where the prime is $d/dy$. In the second part $s^2=1$, so the two spins add:

$$q_y=-\frac{\sigma}{2}V_a'+\sigma\left(\theta_HE_x-\theta_NSG\right). \tag{4}$$

For the charge current along $x$, use $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$. The transverse part contributes $-(\sigma_H/2)\sum_s sF_{s,y}$, and (3) gives $\sum_s sF_{s,y}=-V_a'$. Hence

$$j_x=\sigma\left(E_x-SG\right)+\frac{\sigma\theta_H}{2}V_a'. \tag{5}$$

The last term is the inverse spin Hall effect: spins diffusing across the strip are deflected along it.

**Diffusion of the accumulation**

Let $N$ be the density of states per spin and volume. A difference $\mu_\uparrow-\mu_\downarrow$ means an excess of $N(\mu_\uparrow-\mu_\downarrow)$ up electrons over down electrons, and a charge difference $-eN(\mu_\uparrow-\mu_\downarrow)=e^2NV_a$. If this difference relaxes in a time $\tau$, the steady state obeys $q_y'=-e^2NV_a/\tau$. The Einstein relation for one spin, $\sigma/2=e^2ND$ with diffusion constant $D$, turns this into

$$q_y'=-\frac{\sigma}{2\lambda^2}V_a,\qquad \lambda^2=D\tau. \tag{6}$$

The second term of (4) does not depend on $y$, so differentiating (4) and inserting (6) gives

$$V_a''=\frac{V_a}{\lambda^2}. \tag{7}$$

No spin current leaves through the edges. Setting $q_y(\pm w/2)=0$ in (4) gives

$$V_a'(\pm w/2)=2\left(\theta_HE_x-\theta_NSG\right). \tag{8}$$

The slope is the same at both edges, so the solution is odd, $V_a=A\sinh(y/\lambda)$. Condition (8) reads $(A/\lambda)\cosh(w/2\lambda)=2(\theta_HE_x-\theta_NSG)$, and therefore

$$V_a(y)=2\lambda\left(\theta_HE_x-\theta_NSG\right)\frac{\sinh(y/\lambda)}{\cosh(w/2\lambda)}. \tag{9}$$

With the abbreviation

$$t=\frac{2\lambda}{w}\tanh\frac{w}{2\lambda}, \tag{10}$$

the value at the edge $y=+w/2$ is

$$V_e=wt\left(\theta_HE_x-\theta_NSG\right). \tag{11}$$

**The open-circuit condition**

An open circuit fixes the net current, not the current at each point. Average (5) over the width. Since $V_a$ is odd, $\int V_a'\,dy=2V_e$, and zero net current requires

$$E_x-SG+\frac{\theta_H}{w}V_e=0. \tag{12}$$

To leading order in the angles, $E_x=SG$. This is the Seebeck field, and (11) becomes

$$V_e\simeq 2\lambda\tanh\frac{w}{2\lambda}\left(\theta_H\,SG-\theta_N\,SG\right). \tag{13}$$

The first term is the spin Hall contribution of the Seebeck field, the second the direct thermal one. The Seebeck field cancels the longitudinal thermal drive, but it cancels the transverse drive only if $\theta_H=\theta_N$. In general the field and the gradient deflect spins in different proportions, and a spin Hall contribution remains although the longitudinal currents balance. The two contributions are added with their signs: they reinforce each other when the angles have opposite signs and compete when the signs agree.

The feedback in (12) can be kept in full. Inserting (11) gives

$$E_x-SG+\theta_Ht\left(\theta_HE_x-\theta_NSG\right)=0
\;\Rightarrow\;
E_x=SG\,\frac{1+\theta_H\theta_Nt}{1+\theta_H^2t}. \tag{14}$$

The bracket in (11) is then

$$\theta_HE_x-\theta_NSG=SG\,\frac{\theta_H+\theta_H^2\theta_Nt-\theta_N-\theta_N\theta_H^2t}{1+\theta_H^2t}
=SG\,\frac{\theta_H-\theta_N}{1+\theta_H^2t}, \tag{15}$$

because the two terms in $\theta_H^2\theta_Nt$ cancel. The edge accumulation is

$$V_e=2\lambda\tanh\frac{w}{2\lambda}\;\frac{SG\left(\theta_H-\theta_N\right)}{1+\theta_H^2t}. \tag{16}$$

Within the model (1)–(8), the difference of angles therefore survives the feedback unchanged, and the feedback reduces the size of the accumulation.

**Numbers for a heavy-metal strip**

Take round parameters: resistivity 200 µΩ cm, so $\sigma=5\times10^5$ S/m, with $S=-10$ µV/K, $\lambda=2$ nm, $\theta_H=-0.30$, $\theta_N=+0.20$, $w=50$ nm, $G=1$ K/µm and $T=300$ K. Then $SG=-10$ V/m, which is $-10$ nV/nm.

Since $w\gg\lambda$, the hyperbolic tangent is 1 to the digits used, $wt=4.0$ nm and $t=0.080$. The feedback is $\theta_H^2t=0.0072$, and (14) gives

$$E_x=-10\times\frac{1-0.0048}{1.0072}=-9.88\ \text{V/m}.$$

The two parts of (11) are

$$4.0\times(-0.30)\times(-9.88)=11.9\ \text{nV},\qquad -4.0\times0.20\times(-10)=8.0\ \text{nV}.$$

Their sum is $V_e=19.9$ nV, or $\mu_\uparrow-\mu_\downarrow=-19.9$ neV at $y=+w/2$. As a test, (1) and the relaxation law (6) were solved numerically for the two separate spin voltages, with the width divided into 600 intervals and zero net current imposed. The result is 19.853 nV, against 19.857 nV from (16).

**Limits in width and circuit**

For $w\gg\lambda$ each edge is independent of the other and $V_e$ no longer depends on $w$. For $w\ll\lambda$, $\tanh(w/2\lambda)\to w/2\lambda$ and $t\to1$, so $V_e\to wSG(\theta_H-\theta_N)/(1+\theta_H^2)$. The spins then have too little room to relax, and $\lambda$ drops out. With all else fixed, (16) gives 8.5, 14.3 and 19.1 nV for widths of 2, 4 and 10 nm. The narrow limit also requires $w$ to stay well above the mean free path.

Suppose an ideal short circuit makes $E_x=0$ while $G$ is held fixed. The spin Hall part of (11) vanishes and 8.0 nV remains. Opening the circuit thus raises the accumulation in this example from 8.0 to 19.9 nV. If $\theta_N$ had the same sign as $\theta_H$, the two parts would have opposite signs.

**Currents inside the open strip**

Differentiating (9) and inserting the result in (5) gives

$$j_x(y)=\sigma\left[E_x-SG+\theta_H\left(\theta_HE_x-\theta_NSG\right)\frac{\cosh(y/\lambda)}{\cosh(w/2\lambda)}\right]. \tag{17}$$

At the edges this is $-69$ A/cm², and at the centre $+6$ A/cm². These values leave out the top and bottom surfaces, which change them strongly in a thin film, as shown in the last section. The strong current in two layers of thickness about $\lambda$ returns as a weak current through the interior, and the average is zero. The loops close near the ends of the strip.

The accumulation can be compared with that of an ordinary spin Hall strip without a temperature gradient. There (11) gives $V_e=wt\theta_HE_x$, and the average of (5) gives $j=\sigma(E_x+\theta_HV_e/w)=\sigma E_x(1+\theta_H^2t)$. Eliminating $E_x$ and equating $V_e$ with (16), the common factor $wt/(1+\theta_H^2t)$ cancels:

$$j_{\rm eq}=\sigma SG\,\frac{\theta_H-\theta_N}{\theta_H}. \tag{18}$$

The example gives $5\times10^5\times(-10)\times(0.50/0.30)=-8.3\times10^6$ A/m², or $-830$ A/cm².

**When the two contributions cancel**

The angles are related if electrons scatter elastically and each energy conducts independently. For local equilibrium at $\mu$ and $T$, the Fermi function $f$ varies along the strip as

$$\partial_xf=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\partial_x\mu+\frac{\varepsilon-\mu}{T}G\right]. \tag{19}$$

Diffusion at energy $\varepsilon$ gives a charge current $(1/e)\,\sigma(\varepsilon)\,\partial_xf$ per unit energy. The sign is positive because electrons move down the gradient and carry negative charge. The deflected current is assumed to have the same form with an extra factor $\theta(\varepsilon)$. Define the average $\langle A\rangle$ of a quantity $A(\varepsilon)$ with the normalized weight $\sigma(\varepsilon)(-\partial f/\partial\varepsilon)$. Since $\partial_x\mu/e$ is the driving field, comparison with (1) gives

$$S=-\frac{\langle\varepsilon-\mu\rangle}{eT},\qquad \theta_H=\langle\theta\rangle,\qquad \theta_NS=-\frac{\langle\theta\,(\varepsilon-\mu)\rangle}{eT}. \tag{20}$$

The combination that drives the accumulation is therefore

$$\left(\theta_H-\theta_N\right)S=\frac{\langle\theta\,(\varepsilon-\mu)\rangle-\langle\theta\rangle\langle\varepsilon-\mu\rangle}{eT}. \tag{21}$$

This is the covariance of deflection angle and energy, divided by $eT$. At low temperature $\theta(\varepsilon)$ may be expanded to first order about $\mu$. The covariance becomes $\theta'(\mu)$ times the variance of the energy, which to leading order is $\pi^2(k_BT)^2/3$:

$$\left(\theta_H-\theta_N\right)S\simeq\frac{\pi^2k_B^2T}{3e}\,\frac{d\theta}{d\varepsilon}\bigg|_{\mu}. \tag{22}$$

An open strip thus responds to the energy dependence of the spin Hall angle. If all electrons are deflected by the same angle, $\theta_N=\theta_H$ and the contributions cancel. For a constant angle of $-0.30$ and a conductivity that rises exponentially with energy at 1.36 per eV, the direct part alone is $-12.0$ nV, and the numerical total vanishes to rounding error.

The example's drive of 5.0 µV/K corresponds in (22) to $d\theta/d\varepsilon=0.68$ per eV. With that slope and the same conductivity, Fermi integrals at 300 K give 5.012 µV/K, so the low-temperature form is adequate here.

**Unequal spin temperatures**

The assumption of a common temperature needs examination, because the temperature gradient also drives a transverse spin current of heat. Let $T_a=T_\uparrow-T_\downarrow$ relax over a length $\lambda_T$, and let the heat current be deflected by an angle $\theta_\kappa$. With electronic thermal conductivity $\kappa$, the heat analogue of (4) is $-(\kappa/2)T_a'-\theta_\kappa\kappa G$. It vanishes at the edge, so $T_a'=-2\theta_\kappa G$ there. In a wide strip, at distance $d$ from the edge,

$$T_a=T_e\,e^{-d/\lambda_T},\qquad T_e=-2\theta_\kappa G\lambda_T. \tag{23}$$

The Seebeck term in (1) adds $-(\sigma S/2)T_a'$ to $q_y$. With the relaxation law (6) kept, (7) and (8) become

$$V_a''+ST_a''=\frac{V_a}{\lambda^2},\qquad \left(V_a'+ST_a'\right)_{\rm edge}=B,\qquad B=2SG(\theta_H-\theta_N), \tag{24}$$

where the small feedback is dropped. Try $V_a=Ae^{-d/\lambda}+Ce^{-d/\lambda_T}$. The terms in $e^{-d/\lambda_T}$ require $(C+ST_e)/\lambda_T^2=C/\lambda^2$, so

$$C=-\frac{ST_e\lambda^2}{\lambda^2-\lambda_T^2},\qquad C+ST_e=-\frac{ST_e\lambda_T^2}{\lambda^2-\lambda_T^2}. \tag{25}$$

The edge condition $A/\lambda+(C+ST_e)/\lambda_T=B$ gives $A=\lambda B+ST_e\lambda\lambda_T/(\lambda^2-\lambda_T^2)$. Adding $C$ and cancelling the factor $\lambda-\lambda_T$,

$$V_e=\lambda B-\frac{ST_e\lambda}{\lambda+\lambda_T}
=2\lambda SG\left[\theta_H-\theta_N+\theta_\kappa\frac{\lambda_T}{\lambda+\lambda_T}\right]. \tag{26}$$

The factor that vanishes at $\lambda_T=\lambda$ has cancelled, so (26) also holds there, as a limit. For $\theta_\kappa=\theta_H$, the example's accumulation rises by 20 % if $\lambda_T=\lambda/2$ and by 30 % if $\lambda_T=\lambda$.

Only inelastic scattering makes $\lambda_T$ much shorter than $\lambda$. The Wiedemann-Franz law gives $\kappa\approx3.7$ W/(m K) for the example, and an assumed electron-phonon coupling $g$ of $10^{17}$ to $10^{18}$ W/(m³ K) gives a length $\sqrt{\kappa/g}$ of about 6 to 2 nm, no shorter than $\lambda$. Unless scattering between electrons of opposite spin is faster, $\lambda_T$ is then a large fraction of $\lambda$, and a common spin temperature cannot be taken for granted in such films.

The rises of 20 % and 30 % depend on (6), in which a temperature difference between the spins causes no spin relaxation by itself. That holds if the spin-flip rate per unit energy does not vary with energy. If it varies as $\sigma(\varepsilon)$ does, $V_a$ in (6) is replaced by $V_a+ST_a$, the edge value becomes $\lambda B-ST_e$, and the two rises are 30 % and 60 %. If it varies as $1/\sigma(\varepsilon)$, the replacement is $V_a-ST_a$ to leading order, and the rises become 10 % and zero. For a rate that varies as $1/\sigma(\varepsilon)^2$, the replacement is $V_a-2ST_a$, and the same steps give zero and a fall of 30 %. The size of the correction, and even its sign, therefore depends on how the spin-flip rate varies with energy, which the model does not fix. The cancellation for a constant angle is guaranteed only when the spins share a temperature: with (6) kept and $\theta_H=\theta_N$, the last term of (26) remains.

**The model beside real films**

The parameters are rough typical magnitudes for the high-resistivity heavy-metal films used in spin-orbit-torque memory; the spin Nernst angle is the least certain of them. Such memory is switched by current densities of roughly $10^7$ A/cm², about ten thousand times the equivalent current found above, so at 1 K/µm the thermal accumulation is a small addition.

Three departures of real films from the model are estimated here. The first is the spin-temperature difference just treated. The second is the mean free path $\ell=\sigma\hbar k_F/(ne^2)$, with $k_F=(3\pi^2n)^{1/3}$. For an assumed free-electron density $n=6\times10^{22}$ cm⁻³ it is 0.41 nm, or $0.21\lambda$. Errors of diffusion theory near an edge may be of that relative order, but this is an estimate and has not been calculated.

The third is accumulation on the top and bottom surfaces, where the spins point along $y$. In an isotropic film of thickness $d_f$ it obeys the same equations with $w$ replaced by $d_f$, and it shares the field $E_x$. Its feedback adds to that in (14), so $t$ in the denominator of (16) becomes $t(w)+t(d_f)$. For $d_f=6$ nm this lowers the edge value by 5 %. The current pattern changes more, because (17) gains a second term of the same form across the thickness: at mid-thickness the current becomes about $-52$ A/cm² at the edges and $+18$ A/cm² at the centre, and it is about $-22$ A/cm² at the top and bottom surfaces away from the edges. A magnetic layer on the film would also absorb spins and break the condition of closed surfaces; that loss is not included.

Two further effects are smaller in this example. Peltier coupling, measured by $S^2/L_0$ with $L_0=\pi^2k_B^2/3e^2$, is 0.4 %, and the end regions occupy a fraction of about $w$ over the length, or 1 %. With the larger corrections in view, the model supports an edge accumulation of about 20 neV in magnitude, uncertain by some tens of per cent even for the stated parameters. The numerical output below lists the values used.

## Computed values

```
Resistivity: 200 micro-ohm cm
Seebeck coefficient: -10.0 uV/K
Temperature: 300 K
Temperature gradient: 1.0 K/um
Spin diffusion length: 2.0 nm
Strip width: 50 nm
Film thickness: 6 nm
Strip length: 5 um
Spin Hall angle: -0.30 (no unit)
Spin Nernst angle: 0.20 (no unit)
Temperature drop along strip: 5.0 K
Seebeck field S G: -10.000 V/m
Open-circuit field with feedback: -9.8809 V/m
Field times strip length: -49.40 uV
Factor t for the width: 0.0800 (no unit)
Feedback theta^2 t: 0.00720 (no unit)
Spin Hall part of edge Va: 11.857 nV
Direct thermal part of edge Va: 8.000 nV
Total edge Va, formula: 19.857 nV
Total edge Va, numerical: 19.853 nV
Edge mu_up - mu_down: -19.857 neV
Edge Va for width 2 nm: 8.533 nV
Edge Va for width 4 nm: 14.255 nV
Edge Va for width 10 nm: 19.055 nV
Local current density at edge: -68.51 A/cm2
Local current density at centre: 5.96 A/cm2
Equivalent charge current: -833.3 A/cm2
Log-slope of conductivity: 1.364 per eV
Slope of spin Hall angle: 0.682 per eV
Drive from Fermi integrals: 5.0123 uV/K
Drive from low-T law: 5.0000 uV/K
Constant angle, direct part: -12.010 nV
Constant angle, |total/direct|: 1.6e-14 (no unit)
Assumed electron density: 6.0e+22 per cm3
Mean free path: 0.415 nm
Mean free path / spin length: 0.207 (no unit)
Spin-temperature effect, lamT=lam: 30.0 %
Spin-temperature effect, lamT=lam/2: 20.0 %
Film-surface effect: -5.12 %
Peltier coupling S^2/L0: 0.41 %
Fermi energy: 5.59 eV
kT / Fermi energy: 0.0046 (no unit)
lam G / T: 6.7e-06 (no unit)
Width / length: 0.010 (no unit)
```
